# The ceiling on midplane density in a double-gate Boltzmann film: verification in Python

```python
"""
Result under test: in an undoped symmetric double-gate film of thickness t with
Boltzmann electrons, the midplane density n_m stays below
    n_max = 2 pi^2 eps kT / (e^2 t^2)
for every gate charge.  Symbols (SI units inside the program):
  K = e^2/(eps kT); N = electrons per area in the whole film;
  u = e*(potential - midplane potential)/kT; n_s = density at the surfaces;
  N0 = 8/(K t); q = N/N0; beta solves beta*tan(beta) = q.
The program also sizes effects outside the model: Fermi-Dirac statistics,
confinement, anisotropy, donors, holes, temperature, dielectric field, tunnelling.
Material parameters are rough values in the regime of SnO2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

e, kB, hbar = const.e, const.k, const.hbar
m0, eps0 = const.m_e, const.epsilon_0

T = 300.0
t = 20e-9
eps_r = 10.0
mass = 0.25
gap_eV = 3.6
hole_mass = 1.0
ox_thickness, ox_eps_r = 10e-9, 9.0
barrier_eV, barrier_mass = 2.0, 0.3
sheets = [1e16, 3e16, 1e17]          # m^-2

kT = kB * T
K = e**2 / (eps_r * eps0 * kT)


def ceiling(thickness, permittivity, temperature):
    return (2 * np.pi**2 * permittivity * eps0 * kB * temperature
            / (e * thickness)**2)


def band_density(m_rel):
    return 2 * (m_rel * m0 * kT / (2 * np.pi * hbar**2))**1.5


n_max = ceiling(t, eps_r, T)
N0 = 8 / (K * t)
Nc = band_density(mass)


def beta_of(N):
    return brentq(lambda b: b * np.sin(b) - N / N0 * np.cos(b),
                  1e-9, np.pi / 2, xtol=1e-14)


def midplane_formula(N):
    return n_max * (2 * beta_of(N) / np.pi)**2


# ---- Outward integration of Poisson's equation from the midplane, s = x/t ----
def integrate_poisson(n_mid, s_end, stop_at=None):
    strength = K * n_mid * t**2
    events = None
    if stop_at is not None:
        def events(s, y):
            return y[0] - stop_at
        events.terminal = True
    return solve_ivp(lambda s, y: [y[1], strength * np.exp(y[0])],
                     (0, s_end), [0.0, 0.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, events=events,
                     t_eval=None if stop_at is not None else [s_end / 2, s_end])


divergence = {}
for ratio in (0.5, 0.99, 1.01, 2.0):
    run = integrate_poisson(ratio * n_max, 1.0, stop_at=30.0)
    assert len(run.t_events[0]) == 1
    divergence[ratio] = run.t_events[0][0]
    assert abs(divergence[ratio] - 0.5 / np.sqrt(ratio)) < 1e-5
assert divergence[0.99] > 0.5 > divergence[1.01]

central_share, surface_density = [], []
for N in sheets:
    b, n_mid = beta_of(N), midplane_formula(N)
    run = integrate_poisson(n_mid, 0.5)
    u_quarter, u_surface = run.y[0]
    slope_quarter, slope_surface = run.y[1]
    assert abs(slope_surface / (K * N * t / 2) - 1) < 1e-5
    assert abs(u_quarter + 2 * np.log(np.cos(b / 2))) < 1e-7
    n_surface = n_mid + K * N**2 / 8
    assert abs(n_mid * np.exp(u_surface) / n_surface - 1) < 1e-5
    share = np.tan(b / 2) / np.tan(b)
    assert abs(slope_quarter / slope_surface / share - 1) < 1e-5
    central_share.append(share)
    surface_density.append(n_surface)
assert central_share[0] > central_share[1] > central_share[2]


# ---- Density models, each normalised to a given sheet density ----
def boltzmann(u, h, N):
    weight = np.exp(u - u.max())
    return N * weight / (weight.sum() * h)


# Fermi-Dirac integral of order 1/2, normalised to exp(eta) at low density
eta_table = np.arange(-100, 80.01, 0.05)
y_grid = np.arange(0, 11.5, 0.01)
log_fermi = np.log(4 / np.sqrt(np.pi) * 0.01 * np.array(
    [np.sum(y_grid**2 * expit(eta - y_grid**2)) for eta in eta_table]))
fermi_reference = float(mp.re(-mp.polylog(1.5, -mp.exp(2))))
assert abs(np.exp(np.interp(2.0, eta_table, log_fermi))
           / fermi_reference - 1) < 1e-5


def fermi_model(m_rel):
    scale = band_density(m_rel)

    def density(u, h, N):
        def profile(eta):
            return scale * np.exp(np.interp(eta + u, eta_table, log_fermi))
        eta = brentq(lambda z: profile(z).sum() * h / N - 1,
                     -60 - u.max(), 75 - u.min(), xtol=1e-12)
        return profile(eta)
    return density


def subbands(u, h, m_normal, count=24):
    hop = hbar**2 / (2 * m_normal * m0 * h**2) / kT
    diagonal = 2 * hop - u
    diagonal[[0, -1]] += hop             # hard wall half a cell outside
    return eigh_tridiagonal(diagonal, -hop * np.ones(len(u) - 1),
                            select="i", select_range=(0, count - 1))


def quantum_model(m_normal, m_plane):
    dos = m_plane * m0 * kT / (np.pi * hbar**2)

    def density(u, h, N):
        levels, waves = subbands(u, h, m_normal)
        eta = brentq(lambda z: dos * np.logaddexp(0, z - levels).sum() / N - 1,
                     levels[0] - 60, levels[0] + 200, xtol=1e-12)
        assert levels[-1] - eta > 12      # omitted subbands are empty
        filling = dos * np.logaddexp(0, eta - levels)
        return (waves**2 @ filling) / h
    return density


def solve_film(N_gate, model, cells=401, donors=0.0):
    """Self-consistent film at fixed gate charge; returns midplane density."""
    h = t / cells
    mid = cells // 2
    u = np.zeros(cells)
    for _ in range(3000):
        n = model(u, h, N_gate + donors * t)
        n = 0.5 * (n + n[::-1])
        slope = K * (np.cumsum(n - donors)[:-1] * h - N_gate / 2)
        target = np.concatenate(([0.0], np.cumsum(slope) * h))
        target -= target[mid]
        change = np.max(np.abs(target - u))
        if change < 1e-7:
            return n[mid]
        u = u + 0.08 * (target - u)
    raise AssertionError("self-consistent film did not converge")


solved = [solve_film(N, boltzmann) for N in sheets]
for N, value in zip(sheets, solved):
    assert abs(value / midplane_formula(N) - 1) < 5e-3
assert solved[0] < solved[1] < solved[2] < n_max

strong = [(N / (N + N0))**2 * n_max for N in sheets]
assert abs(strong[2] / midplane_formula(sheets[2]) - 1) < 1e-3

# ---- Effects outside the model ----
heavy = solve_film(sheets[0], fermi_model(25.0))
assert abs(heavy / solved[0] - 1) < 5e-3  # nondegenerate limit is recovered
degenerate = [solve_film(N, fermi_model(mass)) for N in sheets]
assert all(f > b for f, b in zip(degenerate, solved))

box_level = (hbar * np.pi / t)**2 / (2 * mass * m0)
level_grid = subbands(np.zeros(201), t / 201, mass)[0][0] * kT
assert abs(level_grid / box_level - 1) < 1e-3
quantum = [solve_film(N, quantum_model(mass, mass), 201) for N in sheets]
normal_light = solve_film(sheets[1], quantum_model(0.20, 0.30), 201)
normal_heavy = solve_film(sheets[1],
                          quantum_model(0.30, np.sqrt(0.20 * 0.30)), 201)

donor_levels = [1e23, 1e24]              # m^-3
doped = [solve_film(sheets[1], boltzmann, donors=d) for d in donor_levels]
assert all(n > d for n, d in zip(doped, donor_levels))
assert doped[1] > n_max

n_i = np.sqrt(Nc * band_density(hole_mass)) * np.exp(-gap_eV * e / (2 * kT))
wavelength = np.sqrt(2 * np.pi * hbar**2 / (mass * m0 * kT))
capacitance = ox_eps_r * eps0 / ox_thickness
voltage = [kT / e * np.log(ns / surface_density[0])
           + e * (N - sheets[0]) / (2 * capacitance)
           for N, ns in zip(sheets, surface_density)]
film_field = [e * N / (2 * eps_r * eps0) for N in sheets]
ox_field = [e * N / (2 * ox_eps_r * eps0) for N in sheets]
depth = (np.arange(2000) + 0.5) / 2000 * ox_thickness
barrier = np.maximum(barrier_eV - ox_field[2] * depth, 0) * e
wkb = 2 * ox_thickness * np.mean(
    np.sqrt(2 * barrier_mass * m0 * barrier)) / hbar

# ---- Printed results ----
cm3, cm2 = 1e-6, 1e-4
print(f"film thickness: {t*1e9:.0f} nm; temperature: {T:.0f} K")
print(f"relative permittivity: {eps_r:.0f}; mass: {mass:.2f} m_e")
print(f"thermal energy kT: {kT/e*1e3:.2f} meV")
print(f"ceiling n_max: {n_max*cm3:.3e} cm^-3 = {n_max:.3e} m^-3")
print(f"sheet scale N0: {N0*cm2:.3e} cm^-2")
for r, s in divergence.items():
    print(f"n_m/n_max = {r:.2f}: potential diverges at x/t = {s:.4f}")
for i, N in enumerate(sheets):
    n_mid = midplane_formula(N)
    print(f"--- sheet density N = {N*cm2:.0e} cm^-2, q = {N/N0:.3f}")
    print(f"beta: {beta_of(N):.4f} rad; n_m/n_max: {n_mid/n_max:.4f}")
    print(f"n_m formula: {n_mid*cm3:.3e} cm^-3")
    print(f"n_m self-consistent Boltzmann: {solved[i]*cm3:.3e} cm^-3")
    print(f"strong-bias estimate of n_m: {strong[i]*cm3:.3e} cm^-3")
    print(f"n_s: {surface_density[i]*cm3:.3e} cm^-3; "
          f"n_s/Nc: {surface_density[i]/Nc:.2f}")
    print(f"share in central half: {100*central_share[i]:.1f} %")
    print(f"gate voltage above first case: {voltage[i]:.3f} V")
    print(f"surface field, film: {film_field[i]*1e-8:.3f} MV/cm; "
          f"dielectric: {ox_field[i]*1e-8:.3f} MV/cm")
    print(f"n_m Fermi-Dirac: {degenerate[i]*cm3:.3e} cm^-3; "
          f"over n_max: {degenerate[i]/n_max:.3f}")
    print(f"n_m Schrodinger-Poisson: {quantum[i]*cm3:.3e} cm^-3; "
          f"over n_max: {quantum[i]/n_max:.3f}")
print("--- other neglected effects")
print(f"band density Nc: {Nc*cm3:.3e} cm^-3; n_max/Nc: {n_max/Nc:.3f}")
print(f"thermal wavelength: {wavelength*1e9:.2f} nm; "
      f"lowest box level: {box_level/e*1e3:.2f} meV")
print(f"quantum n_m at 3e12 cm^-2, normal mass 0.20: "
      f"{normal_light*cm3:.3e} cm^-3")
print(f"quantum n_m at 3e12 cm^-2, normal mass 0.30: "
      f"{normal_heavy*cm3:.3e} cm^-3")
for d, n in zip(donor_levels, doped):
    print(f"donors {d*cm3:.0e} cm^-3, gate charge 3e12 cm^-2: "
          f"n_m = {n*cm3:.3e} cm^-3")
print(f"intrinsic density, gap {gap_eV:.1f} eV: {n_i*cm3:.1e} cm^-3")
print(f"n_max with permittivity 14: {ceiling(t, 14.0, T)*cm3:.3e} cm^-3")
print(f"n_max at 400 K: {ceiling(t, eps_r, 400.0)*cm3:.3e} cm^-3")
print(f"gate dielectric: {ox_thickness*1e9:.0f} nm, permittivity "
      f"{ox_eps_r:.0f}, barrier {barrier_eV:.1f} eV, mass {barrier_mass:.1f} m_e")
print(f"tunnelling exponent at 1e13 cm^-2: {wkb:.1f} (dimensionless)")
print("verified")
```

Output:

```
film thickness: 20 nm; temperature: 300 K
relative permittivity: 10; mass: 0.25 m_e
thermal energy kT: 25.85 meV
ceiling n_max: 7.050e+17 cm^-3 = 7.050e+23 m^-3
sheet scale N0: 5.715e+11 cm^-2
n_m/n_max = 0.50: potential diverges at x/t = 0.7071
n_m/n_max = 0.99: potential diverges at x/t = 0.5025
n_m/n_max = 1.01: potential diverges at x/t = 0.4975
n_m/n_max = 2.00: potential diverges at x/t = 0.3536
--- sheet density N = 1e+12 cm^-2, q = 1.750
beta: 1.0362 rad; n_m/n_max: 0.4351
n_m formula: 3.068e+17 cm^-3
n_m self-consistent Boltzmann: 3.068e+17 cm^-3
strong-bias estimate of n_m: 2.855e+17 cm^-3
n_s: 1.182e+18 cm^-3; n_s/Nc: 0.38
share in central half: 33.8 %
gate voltage above first case: 0.000 V
surface field, film: 0.090 MV/cm; dielectric: 0.101 MV/cm
n_m Fermi-Dirac: 3.133e+17 cm^-3; over n_max: 0.444
n_m Schrodinger-Poisson: 4.313e+17 cm^-3; over n_max: 0.612
--- sheet density N = 3e+12 cm^-2, q = 5.250
beta: 1.3238 rad; n_m/n_max: 0.7102
n_m formula: 5.007e+17 cm^-3
n_m self-consistent Boltzmann: 5.007e+17 cm^-3
strong-bias estimate of n_m: 4.975e+17 cm^-3
n_s: 8.375e+18 cm^-3; n_s/Nc: 2.67
share in central half: 19.6 %
gate voltage above first case: 0.252 V
surface field, film: 0.271 MV/cm; dielectric: 0.302 MV/cm
n_m Fermi-Dirac: 5.522e+17 cm^-3; over n_max: 0.783
n_m Schrodinger-Poisson: 7.645e+17 cm^-3; over n_max: 1.084
--- sheet density N = 1e+13 cm^-2, q = 17.499
beta: 1.4861 rad; n_m/n_max: 0.8950
n_m formula: 6.310e+17 cm^-3
n_m self-consistent Boltzmann: 6.311e+17 cm^-3
strong-bias estimate of n_m: 6.309e+17 cm^-3
n_s: 8.812e+19 cm^-3; n_s/Nc: 28.09
share in central half: 7.8 %
gate voltage above first case: 1.016 V
surface field, film: 0.905 MV/cm; dielectric: 1.005 MV/cm
n_m Fermi-Dirac: 8.489e+17 cm^-3; over n_max: 1.204
n_m Schrodinger-Poisson: 1.073e+18 cm^-3; over n_max: 1.522
--- other neglected effects
band density Nc: 3.137e+18 cm^-3; n_max/Nc: 0.225
thermal wavelength: 8.61 nm; lowest box level: 3.76 meV
quantum n_m at 3e12 cm^-2, normal mass 0.20: 7.952e+17 cm^-3
quantum n_m at 3e12 cm^-2, normal mass 0.30: 7.382e+17 cm^-3
donors 1e+17 cm^-3, gate charge 3e12 cm^-2: n_m = 5.656e+17 cm^-3
donors 1e+18 cm^-3, gate charge 3e12 cm^-2: n_m = 1.251e+18 cm^-3
intrinsic density, gap 3.6 eV: 5.1e-12 cm^-3
n_max with permittivity 14: 9.870e+17 cm^-3
n_max at 400 K: 9.400e+17 cm^-3
gate dielectric: 10 nm, permittivity 9, barrier 2.0 eV, mass 0.3 m_e
tunnelling exponent at 1e13 cm^-2: 68.3 (dimensionless)
verified
```
